# When Electron-Phonon Coupling Limits Heat Flow in Cooled Metal Films

**Q.** I have a normal-metal film on a dielectric chip. As I cool it, which becomes the worse thermal resistance: the coupling between electrons and phonons inside the film, or the boundary between film and chip?

**A.** Start with the heat path. Let the film have area $A$, thickness $d$ and volume $V=Ad$. Its electrons are at $T_e$, its phonons at $T_p$, and phonons arrive from the substrate at $T_s$. Heat deposited in the electrons must first become film phonons and then cross the boundary, so the two resistances are in series. Count the power $P$ as positive when it flows from electrons to substrate.

I assume that the metal is not superconducting, that each temperature is uniform, that the phonon wavelength is shorter than the film thickness, and that the product of phonon wavevector and electron mean free path is much greater than one. We can then find each power law from the rate at which one phonon mode exchanges energy.

**Q.** Begin with the electrons. How fast do they absorb a phonon?

**A.** Take free electrons and a longitudinal wave of speed $s$. A dilation $\Delta$ lowers the electron density by the fraction $\Delta$. Since $E_F\propto n^{2/3}$, the local Fermi energy falls by $\tfrac23E_F\Delta$. Screening keeps the electrochemical potential uniform, so the electrons feel a potential $D\Delta$ with $D=\tfrac23E_F$.

A phonon of wavevector $q$ and frequency $\omega=sq$ has displacement amplitude $\sqrt{\hbar/(2\rho V\omega)}$, where $\rho$ is the mass density. Dilation brings a factor $q$, so the squared matrix element is

$$|M|^2=D^2q^2\frac{\hbar}{2\rho V\omega}=\frac{D^2\hbar q}{2\rho sV}.$$

Let $f$ and $f'$ be the Fermi occupations at $\varepsilon$ and $\varepsilon+\hbar\omega$, and let $n_e,n_p$ be Bose functions at $T_e,T_p$. Emission minus absorption carries the factor

$$f'(1-f)(n_p+1)-f(1-f')n_p .$$

For a Fermi distribution $f(1-f')=e^{\hbar\omega/kT_e}f'(1-f)$. Also $f-f'=f(1-f')-f'(1-f)$. Together these give

$$f'(1-f)=n_e(f-f'),\qquad f(1-f')=(n_e+1)(f-f').$$

The net factor is therefore

$$(f-f')[n_e(n_p+1)-(n_e+1)n_p]=(f-f')(n_e-n_p).$$

Now sum over electrons. Let $N$ be the density of states per volume, both spins included. Energy conservation fixes the angle between $\mathbf k$ and $\mathbf q$. With $\mu$ its cosine, the energy change is $\hbar v_Fq\mu$ plus a constant that only shifts the root. The angular average of the energy delta function is

$$\frac12\int_{-1}^{1}d\mu\,\delta(\hbar v_Fq\mu-\hbar\omega)=\frac{1}{2\hbar v_Fq}.$$

The root lies inside the range because $s\ll v_F$. Integrating $f-f'$ over energy gives $\hbar\omega$, so the electron sum is $VN\omega/(2v_Fq)$. Multiplying by $2\pi|M|^2/\hbar$ gives the net absorption rate

$$\gamma=\frac{2\pi}{\hbar}\,\frac{D^2\hbar q}{2\rho sV}\,\frac{VN\omega}{2v_Fq}=\beta\omega,\qquad \beta=\frac{\pi D^2N}{2\rho sv_F}.$$

The mode receives power $\hbar\omega\,\gamma\,(n_e-n_p)$ from the electrons. The important feature is $\gamma\propto\omega$. A more energetic phonon has a wider band of electrons around the Fermi level available to absorb it, but energy conservation allows a range of directions that shrinks as $1/q$, and these two effects cancel. The growth that remains comes from the coupling, $|M|^2\propto q$: one quantum of a shorter wave produces a larger mean-square dilation.

**Q.** And this produces the fifth-power law?

**A.** Yes. The mode density per volume is $\omega^2/(2\pi^2s^3)$, hence

$$\frac PV=\int_0^\infty\frac{\omega^2}{2\pi^2s^3}\,\hbar\omega\,\beta\omega\,(n_e-n_p)\,d\omega .$$

Using $\int_0^\infty x^4/(e^x-1)\,dx=24\zeta(5)$,

$$P=\Sigma V(T_e^5-T_p^5),\qquad
\Sigma=\frac{12\zeta(5)\beta k^5}{\pi^2s^3\hbar^4}
=\frac{6\zeta(5)D^2Nk^5}{\pi\rho v_Fs^4\hbar^4}.$$

I tested this reduction by summing the golden rule explicitly over electron and phonon wavevectors, with a narrow Gaussian in place of the energy delta function. For $E_F=7$ eV, $\rho=9000$ kg/m³, $s=5$ km/s, and temperatures of 1 K and 0.5 K, the sum gave $5.5448\times10^7$ W/m³. The closed formula gives $5.5442\times10^7$ W/m³.

**Q.** What is different at the boundary?

**A.** The escape rate does not depend on frequency. Consider normal incidence from a medium of acoustic impedance $Z_1$ onto one of impedance $Z_2$. Let $r$ and $\tau$ be the reflected and transmitted displacement amplitudes. Continuity of displacement gives $1+r=\tau$. Stress is proportional to $\omega Z$ times displacement, so the factor $\omega$ cancels from its continuity condition, leaving $Z_1(1-r)=Z_2\tau$. Adding $Z_1$ times the first condition to the second gives

$$\tau=\frac{2Z_1}{Z_1+Z_2},\qquad
t=\frac{Z_2}{Z_1}\tau^2=\frac{4Z_1Z_2}{(Z_1+Z_2)^2}.$$

At oblique incidence the angles depend on ratios of sound speeds, and $\omega$ cancels in the same way. An ideal interface contains no length with which a long wave could be compared.

An atomic structure does contain one, so I tested the limit on two joined chains with spring ratio 2 and mass ratio 3, hence $Z_2/Z_1=\sqrt6$. At frequencies 0.001 and 0.01, in units of $\sqrt{\text{spring}/\text{mass}}$ of the first chain, the transmission was 0.823428 and 0.823424. The acoustic formula gives 0.823429.

For isotropic phonons of speed $c$, the energy flux onto the boundary is the energy density times $c\int_0^1\mu\,d\mu/2=c/4$. With mean transmission $t$, the energy in thickness $d$ leaves at the rate

$$\nu=\frac{tc}{4d}.$$

The return flow at each frequency has the same coefficient, because the net flow must vanish when $T_p=T_s$. One branch has energy density $\pi^2k^4T^4/(30\hbar^3c^3)$. Multiplying by $tc/4$ and summing over the three branches $j$ gives

$$P=\sigma A(T_p^4-T_s^4),\qquad
\sigma=\frac{\pi^2k^4}{120\hbar^3}\sum_j\frac{t}{c_j^2}.$$

**Q.** So what are the two resistances, and where do they cross?

**A.** Close to equilibrium, differentiate each power with respect to its hotter temperature and invert:

$$R_{ep}=\frac{1}{5\Sigma VT^4},\qquad R_K=\frac{1}{4\sigma AT^3}.$$

Dividing, with $V=Ad$,

$$\frac{R_{ep}}{R_K}=\frac{4\sigma}{5\Sigma d\,T}=\frac{T^*}{T},\qquad T^*=\frac{4\sigma}{5\Sigma d}.$$

Electron-phonon coupling is the larger resistance below $T^*$, and the boundary is the larger above it. Both processes draw on the same thermal population of phonons. Cooling lowers their typical frequency, which slows absorption but leaves escape unchanged. That is the origin of the extra power of $T$.

The exponent follows the absorption law. If $\gamma\propto\omega^p$, the substitution $x=\hbar\omega/kT$ gives $R_{ep}\propto T^{-(3+p)}$. For $p=0$ the ratio to $R_K$ would not change with temperature at all, and for $p=2$ it would grow as $T^{-2}$.

**Q.** Put in numbers for a hot-electron bolometer.

**A.** Take an absorber of 100 µm² by 200 nm, so $V=20$ µm³, with $\Sigma=2$ nW µm⁻³ K⁻⁵. Let the sound speeds be 5 km/s for the longitudinal branch and 2.5 km/s for the two transverse ones, with $t=0.3$. Then $\sigma=275.2$ W m⁻² K⁻⁴ and

$$T^*=\frac{4(275.2)}{5(2\times10^9)(200\times10^{-9})}\ \text{K}=0.55\ \text{K}.$$

| $T$ (mK) | $R_{ep}$ (mK/pW) | $R_K$ (mK/pW) | Ratio |
|---:|---:|---:|---:|
| 150 | 9.88 | 2.69 | 3.67 |
| 300 | 0.617 | 0.336 | 1.83 |
| 1000 | 0.00500 | 0.00908 | 0.55 |

Now put 1 pW into the electrons with the substrate at 150 mK. The two balances, solved in turn, are

$$T_p^4=T_s^4+\frac{P}{\sigma A},\qquad T_e^5=T_p^5+\frac{P}{\Sigma V}.$$

They give $T_p=152.6$ mK and $T_e=160.9$ mK. The boundary accounts for 2.6 mK of the rise and the coupling for 8.3 mK.

**Q.** My refrigerator cools the electrons directly. If they are at 100 mK, surely the coupling dominates, whatever the substrate does?

**A.** It need not, if the film phonons share one temperature. That takes collisions that exchange energy among them much faster than they escape, which is unlikely in a film this thin and cold. The next answer shows what changes without them. For a common phonon temperature, differentiate the two balances at fixed $T_s$:

$$4\sigma AT_p^3\,dT_p=dP,\qquad
5\Sigma VT_e^4\,dT_e=dP+5\Sigma VT_p^4\,dT_p .$$

Eliminating $dT_p$,

$$\frac{dT_e}{dP}=\frac{1}{5\Sigma VT_e^4}+\left(\frac{T_p}{T_e}\right)^4\frac{1}{4\sigma AT_p^3}.$$

The second term is the boundary share. Divided by the first, it is

$$\frac{5\Sigma VT_p^4}{4\sigma AT_p^3}=\frac{T_p}{T^*}.$$

The electron temperature has cancelled. A small change in $T_p$ alters the heat reaching the electrons by an amount set by $T_p^4$, and cold electrons must move far in temperature to compensate. Their low temperature magnifies both shares equally.

With electrons at 100 mK and the substrate at 300 mK, the lattice sits at 275.9 mK and 63.5 pW must be removed. The coupling term is 50 mK/pW. The boundary resistance at $T_p$ is only 0.433 mK/pW, but the factor $(275.9/100)^4\approx58$ raises its share to about 25 mK/pW. The ratio of shares is 0.50, whereas comparing the bare resistances would have suggested less than 0.01.

With the substrate at 2 K and the electrons still at 100 mK, the lattice is at 1.50 K and the ratio is 2.72, so in this two-temperature model the boundary dominates the response of $T_e$ to a change in power, although the larger temperature drop is still across the coupling. This last case is a thought experiment. It requires removing 302 nW evenly over the film, since electrons at 100 mK could not carry that much heat sideways with a small temperature difference.

**Q.** You gave the film phonons a temperature. Must they have one?

**A.** No. Without phonon-phonon collisions, each mode settles where its gain equals its loss, $\gamma(n_e-n)=\nu(n-n_s)$. Solving for the occupation $n$ gives a flow proportional to

$$\frac{\gamma\nu}{\gamma+\nu}(n_e-n_s).$$

For small temperature differences, each mode then has its own two conductances in series, $a$ and $b$, and

$$\frac{ab}{a+b}=\min_\theta\left[a\theta^2+b(1-\theta)^2\right],$$

where $\theta$ is the fraction of the temperature drop across the coupling. A common phonon temperature forces one $\theta$ on every mode. A sum of separate minima cannot exceed the minimum of the sum. So, as long as each mode's occupation is uniform through the film, the mode-by-mode conductance cannot exceed the two-temperature one. In the example, with the angle-averaged $\nu$ of each branch, it is 0.937 of that value at $T^*$ and 0.958 at 150 mK. With smooth surfaces, where a mode whose direction makes cosine $\mu$ with the normal escapes at the rate $tc\mu/(2d)$, grazing modes lower these to about 0.85 and 0.87. If every mode can escape, then at low temperature $\gamma\ll\nu$ for the thermal modes, the flow is set by $\gamma$, and the coupling remains the bottleneck.

Total internal reflection can break that condition. A film with slower sound than its substrate traps phonons that strike the boundary too obliquely. Suppose the mean $t=0.3$ came from a transmission of 0.9 inside an escape cone and zero outside it. The cone's half-angle would satisfy $\sin^2\theta_c=1/3$, and the cone would hold only $1-\sqrt{2/3}$, or 18%, of the modes. Without scattering to refill it, the conductance would approach 18% of the two-temperature value as $T\to0$, and would be about 23% of it at 150 mK. To approach the two-temperature conductance, such a film needs scattering, for instance at rough surfaces, that redirects trapped phonons much faster than the electrons reabsorb them. For $R_K$ to keep its stated value, the cone must also be refilled, by scattering or by the electrons, faster than the phonons in it escape.

The cooled film is where a common phonon temperature matters most. Rough surfaces change a phonon's direction but not its frequency, so they cannot supply one. Without energy exchange between modes, the flow is a term in $n_e$ minus a term in $n_s$, and at fixed $T_s$ the response $dT_e/dP$ depends on $T_e$ alone. With electrons at 100 mK and the angle-averaged $\nu$, the boundary then adds only 22% to the coupling term, whatever the substrate temperature; with the angle-resolved rate of smooth surfaces it adds about a third. The ratios 0.50 and 2.72 found above apply only if the phonons exchange energy much faster than they escape.

**Q.** How far down can I trust this?

**A.** The first limit is wavelength. The modes that dominate $R_{ep}$ have $\hbar\omega\approx4.93\,kT$. Since $T^*d$ is independent of $d$, here 110 K nm, the ratio of wavelength to thickness at $T^*$ is the same for every thickness when the other parameters are held fixed. It is 0.44 for longitudinal and 0.22 for transverse waves.

In this film the wavelength reaches the thickness at about 240 mK and 120 mK respectively. The modes that dominate $R_K$ have a lower frequency, $\hbar\omega\approx3.83\,kT$, and their wavelengths reach the thickness already at about 310 and 160 mK. The 150 mK row, and its $R_K$ above all, is therefore only an estimate. So is the coupling term for electrons at 100 mK, whose dominant waves are longer than the film thickness in every branch. Much colder, film and substrate share their vibrations and $R_K$ loses its separate meaning. Electrons must still pass heat to those shared vibrations, but this model does not fix the exponent for doing so.

The second limit is a parallel path. One perfectly matched photon channel along the wiring has conductance

$$G_\gamma=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\frac{\partial n}{\partial T}=\frac{k^2T}{2\pi\hbar}\,\frac{\pi^2}{3}=\frac{\pi k^2T}{6\hbar},$$

or 0.946 pW/K² times $T$. Setting this equal to $5\Sigma VT^4$ gives about 17 mK for this volume. That is only a rough guide, because it extrapolates the coupling law well below the wavelength limit just found. Imperfect matching lowers the crossing temperature. Below it, a weak electron-phonon link no longer isolates the electrons, so the coupling is then the bottleneck only of the series path through the lattice. All of this assumes leads that block electronic heat flow, such as superconducting ones. A normal-metal lead of resistance $R$ conducts $L_0T/R$, with $L_0=\pi^2k^2/(3e^2)$, which equals the coupling conductance of this film already at about 135 mK for 50 Ω and about 0.5 K for 1 Ω.

**Q.** How close are these parameters to a real device?

**A.** The value of $\Sigma$ is a rough typical one for common normal metals, and the boundary constant is of a reasonable order for a solid contact, but it depends on the chip. In equilibrium the flux leaving the film cannot exceed the flux arriving from the substrate side, so the mean $t$ is at most $\sum c^{-2}$ of the substrate divided by $\sum c^{-2}$ of the film. For the film speeds used here this limit is 0.23 on silicon (8.97 and 5.33 km/s) and 0.16 on sapphire (10.9 and 6.45 km/s), so $t=0.3$ is not possible on either; it suits fused silica. For a film density of 9000 kg/m³, acoustic mismatch gives $t\approx0.18$ on silicon and $0.15$ on sapphire, hence $T^*\approx0.33$ K and $0.27$ K, and only about 15% and 10% of the film modes lie inside the escape cone. On such chips trapping is the rule. The free-electron formula should not be used to predict $\Sigma$: with the parameters of my golden-rule test it gives 0.057 nW µm⁻³ K⁻⁵, about 35 times too small. My numerical example assumes that all three branches absorb equally. Under that assumption, including the transverse modes supplies a factor of 17, and the remaining factor of 2 is in $\beta$, which is $2.9\times10^{-3}$ instead of the formula's $1.4\times10^{-3}$. This is a way of distributing the measured $\Sigma$ among the branches, not a free-electron result. Without collisions, free electrons absorb transverse thermal phonons only very weakly at the temperatures in the table. Impurities that move with the lattice add transverse absorption, which for a mean free path of 200 nm can exceed the free-electron longitudinal contribution. That extra absorption does not grow in proportion to $\omega$, so it does not follow the fifth-power law. With the parameters of my golden-rule test it is the larger part at every temperature in the table, by a factor of about 7 at 150 mK and 1.2 at 1 K, and the total then gives $R_{ep}\propto T^{-3.4}$ or so rather than $T^{-4}$, so that $R_{ep}/R_K$ grows only slowly on cooling. The fifth-power law in the example is therefore an assumed property of the film, not a consequence of the free-electron model at this mean free path. In a real metal, a non-spherical Fermi surface can also provide transverse coupling.

A thinner film has a higher crossover temperature. At 50 nm, with $\sigma$ and $\Sigma$ unchanged, $T^*$ would be 2.2 K. The assumption of a clean metal also needs checking. I took an electron mean free path of 200 nm, which is long for an evaporated film. The product of phonon wavevector and mean free path then falls to one at 39 mK for longitudinal and 19 mK for transverse waves. A 20 nm path would raise these to about 390 and 190 mK. The change is gradual, so the clean law already loses accuracy well above these temperatures.

To see what is at stake, suppose the exponent of $R_{ep}$ changed from 4 to 3 or to 5 below 390 mK. At 150 mK, $R_{ep}$ would shift by a factor of $390/150=2.6$, down or up, and the ratio 3.67 would become about 1.4 or 9.5. In this illustration the coupling is still the larger resistance, but its margin depends on the disorder. Measuring the exponent on your own film is therefore worthwhile before extrapolating. The numerical output lists the remaining values.

## Values computed for the example and the checks

```
Film area = 100 um^2, thickness = 200 nm
Film volume = 20.0 um^3
Sigma (input) = 2.00 nW um^-3 K^-5
Sound speeds L, T = 5.00, 2.50 km/s
Mean phonon transmission (input) = 0.30
Electron mean free path (input) = 200 nm
Boundary constant sigma = 275.2 W m^-2 K^-4
Crossover Tstar = 550.4 mK
Tstar times thickness = 110.1 K nm
Free-electron test: E_F = 7.0 eV, density = 9000 kg/m^3
Golden-rule sum, 1.0 K to 0.5 K = 5.54481e+07 W/m^3
Closed formula, same case = 5.54415e+07 W/m^3
Sigma, longitudinal free-electron = 0.0572 nW um^-3 K^-5
beta, longitudinal free-electron = 1.399e-03
beta implied by input Sigma, all branches = 2.876e-03
Chain transmission at w=0.001, 0.01 = 0.823428, 0.823424
Acoustic transmission, same contrast = 0.823429
Resistance exponents for rate powers 0, 1, 2 = -3.000, -4.000, -5.000
T (mK) | R_ep (mK/pW) | R_K (mK/pW) | R_ep/R_K
150.0 | 9.8765e+00 | 2.6917e+00 | 3.669
300.0 | 6.1728e-01 | 3.3646e-01 | 1.835
550.4 | 5.4483e-02 | 5.4483e-02 | 1.000
1000.0 | 5.0000e-03 | 9.0843e-03 | 0.550
2000.0 | 3.1250e-04 | 1.1355e-03 | 0.275
Heated case: load = 1.0 pW, bath = 150 mK
Heated case: Tp = 152.62 mK, Te = 160.89 mK
Heated case: boundary rise = 2.62 mK
Heated case: coupling rise = 8.27 mK
Heated case: boundary/coupling share = 0.277
Cooled, Te=100 mK, bath=300 mK: Tp = 275.9 mK
Same cooled case: power removed = 63.51 pW
Same cooled case: boundary/coupling share = 0.501
Cooled, Te=100 mK, bath=2000 mK: Tp = 1498.0 mK
Same warm-bath case: power removed = 301.74 nW
Same warm-bath case: boundary/coupling share = 2.722
Mode-resolved/two-temperature conductance at Tstar = 0.9369
Same conductance ratio at 150 mK = 0.9583
Dominant hbar*w/(kB*T) in coupling = 4.928
Wavelength/thickness at Tstar, L, T = 0.442, 0.221
Wavelength equals thickness at, L, T = 243.5, 121.7 mK
q times mean free path = 1 at, L, T = 38.7, 19.4 mK
Photon conductance/T, one matched channel = 0.9464 pW/K^2
Photon channel equals coupling at = 16.79 mK
Coupling/in-film electron conductance at Tstar = 0.0226
```
